Computing the electron-phonon cumulant from a table of Im Σ

**Definitions and conventions**

Set ħ = 1, so that time is an inverse energy. Let ε be the bare level, with static self-energy terms included, and measure ω from ε. The retarded self-energy and its positive density are

Σ(ε+ω) = ∫dω′ β(ω′)/(ω − ω′ + i0),

β(ω) = −Im Σ(ε+ω)/π ≥ 0.

Assume that β is smooth and negligible outside the table, whose points are ω_j = jh with j = −N/2, …, N/2−1. The cumulant form of the Green function and its spectral function are

G(t) = −iθ(t) exp[−iεt + C(t)],

A(ω) = (1/π) Re ∫₀^∞ dt exp[iωt + C(t)].

The first-order cumulant is fixed by matching G to G₀ + G₀ΣG₀. After removal of the factor e^{−iεt}, the first-order term is −iC(t), hence

C(t) = i ∫dω/(2π) e^{−iωt} Σ(ε+ω)/(ω+i0)².

For t > 0 the contour closes below. It runs clockwise, so the prefactor is i(−i) = 1 times the residues. For each ω′ the simple pole gives e^{−iω′t}/ω′². The double pole at zero gives

d/dω [e^{−iωt}/(ω−ω′)] at ω=0 = it/ω′ − 1/ω′².

Adding the two and renaming ω′ as ω,

C(t) = ∫dω β(ω) (e^{−iωt} + iωt − 1)/ω².

The terms diverge separately at ω = 0, but the whole kernel tends to −t²/2.

Two derivatives remove the denominator:

C″(t) = −B(t), B(t) = ∫dω β(ω)e^{−iωt}, C(0) = C′(0) = 0.

Since e^{C(t)} = ∫dω A(ω)e^{−iωt}, these initial values give A norm 1, mean 0 and variance ∫β dω.

A single sharp mode, β = g²δ(ω−Ω), shows the content of the formula. With s = g²/Ω², C = s(e^{−iΩt} + iΩt − 1), and expanding the exponential gives lines at (n−s)Ω with Poisson weights e^{−s}sⁿ/n!. A general β ≥ 0 is a limit of many such modes, so A ≥ 0. A negative computed spectrum is therefore a numerical fault.

**The naive sum and its two failures**

The simplest scheme sums the kernel over the table and skips ω = 0, where the formula reads 0/0. The skipped term is −hβ(0)t²/2. Its absence inflates |e^C| by the growing factor e^{hβ(0)t²/2}, and is plainest at the table period

T_h = 2π/h,

where e^{−iω_jT_h} = 1 at every table point. The remaining sum is then purely imaginary, and |e^C| returns to 1.

Restoring the point removes the growing factor, but the oscillating terms still return to phase at T_h. There |e^C| becomes e^{−hβ(0)T_h²/2} instead of 1, which is still not the true value, and later times are wrong as well. By Poisson summation the restored sum C_h obeys

C_h″(t) = −h Σ_j β_j e^{−iω_jt} = −Σ_m B(t+mT_h),

with the same initial values. The term m = 0 is correct; the others are images. Before the image at T_h is reached, C_h is accurate. Between the images at T_h and 2T_h the error is

C_h − C = −∫du (t − T_h − u)B(u).

The inverse transform β(ω) = (1/2π)∫du B(u)e^{iωu} supplies ∫B du = 2πβ(0) and ∫uB du = −2πiβ′(0). Thus

C_h − C = −2πβ(0)(t−T_h) − 2πiβ′(0).

The removable singularity is thus harmless once its limit is included. The real obstacle is the finite period, which matters unless e^{−ΓT_h} is negligible, where Γ is the amplitude decay rate defined below.

**What late times require**

Integrating C″ = −B twice gives C(t) = −∫₀^t ds (t−s)B(s). Extending the upper limit to infinity and subtracting the added piece,

C(t) = −t∫₀^∞ds B(s) + ∫₀^∞ds sB(s) − ∫_t^∞ds (s−t)B(s).

With a convergence factor, ∫₀^∞ e^{−iωs}ds = −i/(ω−i0) and ∫₀^∞ s e^{−iωs}ds = −1/(ω−i0)². Since Σ(ε) = −∫β/(ω−i0) and Σ′(ε) = −∫β/(ω−i0)², the first two terms are

C(t) → −iΣ(ε)t + Σ′(ε).

The last term measures the departure from this line. If B falls exponentially, this term falls at the same rate. Define Γ = −Im Σ(ε) = πβ(0), Z = e^{Re Σ′}, φ = Im Σ′ = −πβ′(0) and x = ω − Re Σ(ε). The line alone contributes the peak

(Z/π)(Γ cos φ − x sin φ)/(x² + Γ²).

Its half-width is Γ for φ = 0; a nonzero φ makes it asymmetric. The line fails if β has a kink at ω = 0, because Σ′ then diverges logarithmically.

**Splitting off the double pole**

A fast Fourier transform needs a function that is finite at ω = 0 and fits into the table. Subtracting a + bω, with a = β(0) and b = β′(0), achieves the first but leaves tails in 1/ω² and 1/ω after division by ω². A Gaussian factor removes those tails:

β(ω) = (a+bω)e^{−ω²/2w²} + ω²q(ω).

Expanding both sides to second order gives q(0) = β″(0)/2 + a/(2w²).

The Gaussian part has a closed cumulant C_R. Let K(t) = √(2π) w e^{−w²t²/2} be the transform of e^{−ω²/2w²}. A factor ω becomes i d/dt, so C_R″ = −aK − ibK′. Two integrations from zero use

∫₀^tK ds = π erf(wt/√2),

∫₀^t sK ds = (√(2π)/w)(1−e^{−w²t²/2}),

and give

C_R = −a[πt erf(wt/√2) − (√(2π)/w)(1−e^{−w²t²/2})] + ib[√(2π)wt − π erf(wt/√2)].

In the remainder the three kernel terms may now be separated:

C(t) = C_R(t) + iMt + D(t) − D(0),

M = ∫ωq dω, D(t) = ∫q e^{−iωt}dω.

One transform gives D at t_n = nΔt with Δt = 2π/(Nh). The table width fixes the time step, and the spacing fixes the period. The second half of the transform belongs to negative times, so D is set to zero from T_h/2 onward. C_R and iMt then continue C to any later time.

The constants must come from the table too. If B is negligible for |t| > π/h, then β(ω) = Σ_jβ_j sinc(ω/h−j), where sinc x = sin(πx)/(πx). At a nonzero integer x the first derivative of sinc is (−1)^x/x and the second is −2(−1)^x/x²; at zero they are 0 and −π²/3. Setting x = −j,

b = −(1/h)Σ_{j≠0}(−1)^jβ_j/j,

β″(0) = (1/h²)[−π²β₀/3 − 2Σ_{j≠0}(−1)^jβ_j/j²].

An error δ in q(0) adds hδ to both D(t) and D(0). It cancels while the transform is in use, but leaves −hδ in C once D has been set to zero.

**A metal with a narrow quasiparticle**

Take a local electron-phonon model with phonon energy Ω = 60 meV, coupling g = 90 meV and a normalized Gaussian density of states ρ of standard deviation 200 meV, centred at the Fermi energy E = 0. At 100 K, k_BT = 8.617 meV. The lowest-order Fan–Migdal self-energy gives, with E = ε+ω, Fermi function f and phonon occupation n,

β = g²{ρ(E−Ω)[n+1−f(E−Ω)] + ρ(E+Ω)[n+f(E+Ω)]}.

Put ε = −20 meV. At ω = 0 the second term is about 15.84 × 0.0105 = 0.166 meV and the first about 14.9 × 0.00104 = 0.016 meV. Their sum agrees with the computed β(0) = 0.1817 meV. Both are small because the level lies within one phonon energy of the Fermi energy, so decay needs thermal carriers or thermal phonons.

Hence Γ = π × 0.18174 = 0.571 meV, a lifetime 1/Γ of 1.15 ps for the amplitude. The table has h = 2 meV and width 4000 meV, so T_h = 2.07 ps and ΓT_h = 1.794. With Z = 0.570 the true amplitude at T_h is 0.570 × e^{−1.794} = 0.095, whereas the table sum gives 1 without the zero point and e^{−1.794} = 0.166 with it. At 1.5T_h the restored direct sum is wrong by −1.794 + 0.109i, as the image formula predicts.

Re Σ(ε) = 9.87 meV moves the peak toward the Fermi energy. The line formula gives a height of 0.316 per meV at the sampled maximum, against 0.317 for the full spectrum. The full width is 1.156 meV, against 2Γ = 1.142 meV. Most of the small excess comes from reading the width on a 0.1 meV grid: on a continuous energy axis it is 1.145 meV. The rest comes from the weak background and the slight asymmetry of the line.

The self-energy has thermally rounded onsets at ω = −40 and 80 meV. In the cumulant they follow the shifted peak, to about −30 and 90 meV, and the satellite maxima lie at −35 and 101 meV. This displacement belongs to the first-order cumulant, not to the numerics. The self-energy also omits vertex corrections and self-consistency, so an accurate transform does not make A an exact solution of the model.

**How fine must the table be?**

The Fermi functions have poles at distance πk_BT from the real axis, so B and D fall as e^{−πk_BTt}, apart from the faster Gaussian part. At T_h/2 the scale of the neglected part is

exp(−π²k_BT/h).

The largest absolute error of C at four times up to 3.3 ps was 0.56, 0.0030 and 3.4×10⁻⁸ for h = 16, 8 and 4 meV. At 2 meV it reached rounding level. The exponentials are 4.9×10⁻³, 2.4×10⁻⁵ and 5.8×10⁻¹⁰, so the prefactor is about 60 to 130: the exponential is a scale, not a bound. At 3.3 ps the main contribution is not the neglected part of D but an error that grows with time. An error δb changes the slope of C_R by i√(2π)wδb and that of iMt by −i(√(2π)w−h)δb, since the sum for M has no contribution from ω = 0. The net slope error is ihδb. The erf term of C_R adds the constant −iπδb, so the late-time error from δb is ihδb(t − T_h/2).

At fixed accuracy, h must shrink roughly in proportion to temperature. At zero temperature the sharp phonon onsets make B decay algebraically. The exponential rule then fails, and the part of D neglected after T_h/2 falls only roughly in proportion to h. The alternating sum for b is also unreliable: cut off at a step, it can leave about half of its first term, an error of order β/(2|ω|) at the onset that does not shrink with h. This happens when the step falls between table points; if it falls on a point that carries half its height, this term cancels and the error falls in proportion to h.

**Time window: cut, damp or continue**

Suppose the integral for A stops at T_c = T_h/2 = 1.03 ps. Because Im(ω−Σ) = Γ > 0, the omitted late-time part is

(1/π) Re{i e^{Σ′} e^{i(ω−Σ)T_c}/(ω−Σ)}, with Σ and Σ′ taken at ε.

At the peak ω−Σ = iΓ, and the lost fraction is close to e^{−ΓT_c} = e^{−0.897} = 0.408. The predicted surviving height is 0.592 of the full one; the computed ratio is 0.595. The cut spectrum also oscillates, down to −0.016 per meV.

Adding the tail reduces the largest error for |ω| ≤ 200 meV from 0.128 to 3.2×10⁻⁶ per meV. The largest residue agrees with the amplitude of the oscillating endpoint term of the trapezoidal rule, (Δt²/12)|ω−Σ|Ze^{−ΓT_c}/π, which is 3.2×10⁻⁶ per meV at ω = −200 meV. Continuing C along its late-time line to 41 ps serves the same purpose and needs no separate tail.

Damping by e^{−ηt} suppresses the ringing but convolves A with a Lorentzian of half-width η. For η = 2 meV the full width, computed from the continued signal without a cut, becomes 5.20 meV, near 2(Γ+η) = 5.14 meV. With a cut at T_c the damping factor there is e^{−ηT_c} = e^{−3.14} = 0.043, so the ringing is weakened but not removed, and the price is a linewidth more than four times too large.

**Time step and aliasing**

Extend S(t) = e^{C(t)} to negative times by S(−t) = S*(t). Poisson summation gives

(Δt/2π) Σ_n S(nΔt)e^{iωnΔt} = Σ_m A(ω+2πm/Δt).

Combining n with −n leaves weight one half for the sample at t = 0. Full weight adds Δt/2π at every energy. Over one period 2π/Δt this integrates to 1, so the norm becomes 2. Here the false background is 1/4000 = 2.5×10⁻⁴ per meV, about a quarter of the upper satellite's maximum.

A step 20 times longer folds the spectrum every 200 meV. The energies −100 and 100 meV then coincide, together with more distant copies, and the value at −100 meV rises from 1.10×10⁻³ to 2.37×10⁻³ per meV. The folding period must cover the multiphonon satellites as well as the support of β; zero padding the table shortens Δt when it does not.

**The convolution series**

Expanding e^{D(t)} turns products in time into convolutions in energy:

A = A_R + q∗A_R + (1/2!)q∗q∗A_R + …

Here A_R is the spectrum of exp[C_R+iMt−D(0)]. Taking the bare late-time peak as the zeroth term would instead require the kernel [β−β(0)−β′(0)ω]/ω². For β′(0) ≠ 0 its 1/ω tail is not absolutely integrable. With the Gaussian split, |f∗g| ≤ max|g| ∫|f|dω bounds the error after order L:

|error| ≤ max|A_R| Σ_{n>L} Qⁿ/n!, Q = ∫|q|dω.

In the example Q = 0.569. The largest error is 3.5×10⁻⁴ per meV after first order, 11% of the lower satellite's maximum, and 4.9×10⁻⁷ after fourth. A larger Q needs more terms, whereas the time-domain exponential costs the same.

The series also needs an energy grid that resolves Γ. Sampling A at spacing h gives the norm

h Σ_jA(jh) = 1 + 2 Re Σ_{m≥1}e^{C(mT_h)}.

Inserting the late-time line and summing the geometric series, with z = e^{−iΣ(ε)T_h}, gives 1 + 2 Re[e^{Σ′}z/(1−z)] = 1.192. The sampled spectrum has the same norm, 19% too large. The 2 meV table suffices for C, but not for a convolution with the narrow peak; the series was therefore summed on a 0.1 meV grid.

A check entirely in energy follows from C′ = −i∫dω β(e^{−iωt}−1)/ω. Multiplying iS′ = iC′S out and transforming,

ωA(ω) = ∫dω′ [β(ω′)/ω′][A(ω−ω′) − A(ω)].

The computed A satisfied this equation within 10⁻⁶ at the three energies tested: the peak, −40 meV and 100 meV. The numerical output below gives the remaining values.

For this table the split transform with late-time continuation is a suitable choice. The direct kernel sum, with its zero point restored, also serves if B has decayed by T_h/2: stop the sum there and continue C along the straight line given by its value and slope at that time. Used at all times, the direct sum is adequate only when e^{−ΓT_h} is negligible and B has decayed well within one period. The convolution series offers a bound on its truncation error, but its terms are orders in q, not exact phonon orders, because A_R already contains a part of β that depends on the chosen w.

Numbers as computed

```
temperature = 100 K, kT = 8.6173 meV
phonon energy = 60 meV, coupling g = 90 meV
band standard deviation = 200 meV, eps = -20 meV
phonon occupation = 9.4742e-04
table: spacing 2 meV, width 4000 meV, 2000 pts
reference Gaussian width w = 60 meV
time step = 1.0339e-03 ps
table period = 2.0678 ps
last time = 41.356 ps, output spacing = 0.10 meV
beta(0) = 0.181739 meV, beta'(0) = -0.017355
slope from table = -0.017355
Re Sigma(eps) = 9.87130 meV
gamma = 0.57095 meV, 1/gamma = 1.1528 ps
Re Sigma' = -0.56134, Im Sigma' = 0.05452
quasiparticle strength exp(Re Sigma') = 0.57044
h = 16 meV: max error of C = 5.56e-01, exp(-pi^2 kT/h) = 4.91e-03
h = 8 meV: max error of C = 3.04e-03, exp(-pi^2 kT/h) = 2.42e-05
h = 4 meV: max error of C = 3.41e-08, exp(-pi^2 kT/h) = 5.83e-10
h = 2 meV: max error of C = 6.22e-15, exp(-pi^2 kT/h) = 3.40e-19
longest time in that test = 3.309 ps
direct sum error at 1.5 periods = -1.79369+0.10904j
image law at 1.5 periods = -1.79369+0.10904j
|exp C| at one period, true = 0.09489
|exp C| at one period, zero point dropped = 1.00000
norm = 1.00000000, mean = -5.7e-09 meV
variance = 8115.348 meV^2
norm with full weight at t = 0: 2.000000
peak at 9.9 meV, height 0.31662 1/meV
full width = 1.1556 meV, 2 gamma = 1.1419 meV
lower satellite: -34.9 meV, 3.079e-03 1/meV
upper satellite: 100.7 meV, 1.049e-03 1/meV
hard cut at 1.0339 ps
cut peak / true peak = 0.5954, estimate 0.5921
most negative cut spectrum = -0.0155 1/meV
max error: cut 1.281e-01, with tail 3.2e-06 1/meV
damping eta = 2.0 meV: full width = 5.2046 meV
2 (gamma + eta) = 5.1419 meV
coarse step = 2.0678e-02 ps, fold = 200 meV
A(-100 meV): true 1.0990e-03, coarse 2.3678e-03 1/meV
norm of A sampled every 2 meV = 1.19206
norm predicted from late-time law = 1.19206
integral of |q| = 0.56893
series to order 0: max error 2.87e-03 1/meV
series to order 1: max error 3.51e-04 1/meV
series to order 2: max error 4.17e-05 1/meV
series to order 4: max error 4.85e-07 1/meV
series to order 6: max error 3.03e-09 1/meV
series to order 8: max error 1.18e-11 1/meV
```
